# What a silent telegraph-noise record says about oxide traps

**Q:** I have a small silicon transistor with an SiO2 gate oxide. I recorded its threshold voltage for 100 s and saw no telegraph steps, although the noise was well below the step of a single electron. I conclude that the oxide has no traps.

**A:** Let us first check the size of the step. What are the dimensions?

**Q:** The gate is 100 nm by 50 nm and the oxide is 5.0 nm thick. Suppose a trap lies \(x_t=1.5\) nm from the channel. Each sample averages over \(t_s=1\) ms, so there are \(N=10^5\) samples in \(T=100\) s. The noise is 0.30 mV rms per sample.

**A:** Spread the trapped electron over the gate area \(WL\). To keep the channel field unchanged, the gate must raise the field between trap and gate by \(q/(\varepsilon_{ox}WL)\), over the distance \(t_{ox}-x_t\). The threshold therefore shifts by

\[
A=\frac{q\,(t_{ox}-x_t)}{\varepsilon_{ox}WL}=3.25\ \text{mV}.
\]

This is almost eleven times the noise. With Gaussian noise, about 0.003 false crossings of the half-step level are expected per record. You would recognize a full step, so the question is whether a trap must produce one.

**Q:** A trap captures and emits electrons. Why would it not?

**A:** Describe it as a two-state Markov process with constant rates. Let \(\tau_c\) be the mean time it stays empty before capture, and \(\tau_e\) the mean time it stays filled before emission. The probability \(P\) of being filled obeys

\[
\frac{dP}{dt}=\frac{1-P}{\tau_c}-\frac{P}{\tau_e}
=\frac1{\tau_c}-\frac{P}{\tau},\qquad
\frac1\tau=\frac1{\tau_c}+\frac1{\tau_e}.
\]

Setting the derivative to zero gives the stationary occupation, and the deviation from it decays exponentially:

\[
f=\frac{\tau}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e},\qquad
P(t)=f+[P(0)-f]e^{-t/\tau}.
\]

Assume that the trap is stationary when the record starts. An exponential dwell time has no memory, so an empty trap survives the record without capture with probability \(e^{-T/\tau_c}\), and a filled one without emission with probability \(e^{-T/\tau_e}\). The chance of no transition is

\[
P_0=(1-f)e^{-T/\tau_c}+f e^{-T/\tau_e}.
\]

For \(\tau_c=\tau_e=1\) s this is \(e^{-100}\), and your silence rules such a trap out. For \(\tau_c=\tau_e=10^5\) s it is \(e^{-0.001}\). Only about one record in a thousand then contains a transition. In the others the trap stays filled or stays empty throughout. The threshold is then constant, with nothing in the record to compare it with.

**Q:** That is a very slow trap. If I knew that the relaxation time \(\tau\) was about 1 s, I could surely exclude it.

**A:** Not from \(\tau\) alone, because the shorter dwell time dominates it. In equilibrium the ratio of filled to empty probability is a Boltzmann factor. Let \(E_T\) be an effective trap level that includes any degeneracy factor, and \(E_F\) the channel Fermi level. Then

\[
\frac{f}{1-f}=\frac{\tau_e}{\tau_c}=e^{-(E_T-E_F)/kT}.
\]

Put the level 0.3 eV below \(E_F\) at 300 K, where \(kT=25.85\) meV, and keep \(\tau_c=1\) s. The exponent is \(0.3/0.02585=11.605\), so \(\tau_e=1.10\times10^5\) s. The relaxation time is still very nearly 1 s, but the trap is filled for a fraction 0.999991 of the time. It must emit before it can use its short capture time.

The mean number of captures in the record is the capture rate from the empty state times \(T\):

\[
\bar n=\frac{1-f}{\tau_c}T=\frac{T}{\tau_c+\tau_e}.
\]

For this trap \(\bar n=0.00091\).

**Q:** Then take the level 0.3 eV above \(E_F\), still with \(\tau_c=1\) s. That trap captures about once per second, so I would see a hundred events.

**A:** There would be a hundred events on average, but you would not see them. Now \(\tau_e=e^{-11.605}\) s \(=9.12\) µs. A pulse this short, falling within one sample, is diluted by the averaging to a mean height

\[
A\frac{\tau_e}{t_s}=3.25\ \text{mV}\times\frac{9.12\times10^{-6}}{10^{-3}}=0.030\ \text{mV},
\]

one tenth of the noise. To fill a whole sample, an electron would have to stay at least 1 ms, which has probability \(e^{-110}\) per capture.

**Q:** Even if no single pulse stands out, fast switching should increase the variance of my samples.

**A:** It does, and the increase can be calculated. Let \(s(t)\) be 1 when the trap is filled and 0 when it is empty. If it is filled now, it is filled after a time \(t\) with probability \(f+(1-f)e^{-t/\tau}\). Hence

\[
\langle s(0)s(t)\rangle-f^2
=f[f+(1-f)e^{-t/\tau}]-f^2
=f(1-f)e^{-t/\tau}.
\]

The variance of an average over a time \(a\) is the double average of this covariance. A separation \(u\) occurs with weight \(2(a-u)/a^2\), so the variance is \(f(1-f)\,g(a/\tau)\) with

\[
g=\frac{2}{a^2}\int_0^a(a-u)e^{-u/\tau}du
=\frac{2}{a^2}\left[a\tau-\tau^2\left(1-e^{-a/\tau}\right)\right].
\]

With \(x=a/\tau\) this becomes

\[
g(x)=\frac{2(x-1+e^{-x})}{x^2}.
\]

You measure the scatter of the samples \(y_i\) about the record's own mean \(\bar y\). Since \(N^{-1}\sum(y_i-\bar y)^2=N^{-1}\sum y_i^2-\bar y^2\), its expectation is the variance of one sample minus the variance of \(\bar y\). The sample is an average over \(t_s\) and \(\bar y\) is an average over \(T\):

\[
V=A^2f(1-f)\left[g(t_s/\tau)-g(T/\tau)\right].
\]

Each kind of hiding appears here. For small \(x\), the expansion \(e^{-x}=1-x+x^2/2-x^3/6+\dots\) gives \(g\simeq1-x/3\). For a slow trap the bracket is therefore about \((T-t_s)/(3\tau)\), which is small. For large \(x\), \(g\simeq2/x\). For a fast trap the bracket is about \(2\tau/t_s\), again small. A level far from \(E_F\) makes \(f(1-f)\) small.

**Q:** Put numbers to the fast case.

**A:** Take \(\tau_c=\tau_e=10^{-7}\) s, so \(f=1/2\) and \(\tau=5\times10^{-8}\) s. Then \(2\tau/t_s=10^{-4}\), and

\[
\sqrt V=3.25\ \text{mV}\times\sqrt{\tfrac14\times10^{-4}}=0.016\ \text{mV}.
\]

This adds \((0.0162/0.30)^2=0.29\,\%\) to the noise variance. For \(N\) independent Gaussian samples the relative standard error of the variance is \(\sqrt{2/N}=0.45\,\%\). You would not notice the increase even if you knew the background perfectly. Yet the trap captures \(5\times10^8\) times during the record. I kept the same step for simplicity. Tunnelling through 1.5 nm of oxide is probably too slow for such times, so a real trap this fast would lie nearer the channel and have a somewhat larger step, which brings the added variance close to the statistical error.

The slow trap needs a different reading. Its \(\sqrt V\) is 0.042 mV, but that comes from an average over many records. Most records contain nothing, while a rare one contains a full 3.25 mV step. For rare events you need a detection probability, not a mean variance.

**Q:** How do you define detection so that it covers slow, fast and one-sided traps together?

**A:** Call a trap resolved if at least one sample interval is wholly filled and at least one is wholly empty. The full step is then present in the data. This criterion leaves out the noise, which is reasonable for a step of almost eleven standard deviations. It is also strict: a pulse that fills only part of a sample may stand out, and moderately fast switching may raise the variance, without the trap counting as resolved. From here on, a silent record means one with no resolved trap.

Order the states as empty, filled. From the solution for \(P(t)\), with \(r=1-e^{-t_s/\tau}\), one sample interval changes the probabilities by

\[
M=\begin{pmatrix}1-fr&(1-f)r\\ fr&1-(1-f)r\end{pmatrix},
\]

where columns are initial states and rows are final states. Some of these paths stay in one state for the whole interval. Their weights are

\[
D_f=\begin{pmatrix}0&0\\0&e^{-t_s/\tau_e}\end{pmatrix},\qquad
D_e=\begin{pmatrix}e^{-t_s/\tau_c}&0\\0&0\end{pmatrix}.
\]

Removing \(D_f\) from every interval leaves the histories without a wholly filled sample. Removing \(D_e\) leaves those without a wholly empty one. With the initial vector \(\pi=(1-f,f)^T\) and \(\mathbf 1^T=(1,1)\) to sum over final states, define \(Q(D)=\mathbf 1^T(M-D)^N\pi\). The trap is missed if either kind of sample is lacking. Adding those two probabilities counts the histories lacking both twice, so

\[
p=1-Q(D_f)-Q(D_e)+Q(D_f+D_e).
\]

The five traps give:

- visible, both times 1 s: \(p=1.000\);
- slow, both times \(10^5\) s: \(p=0.0010\);
- fast, both times \(10^{-7}\) s: \(p=0\) to the six decimals calculated;
- nearly always filled: \(p=0.0009\);
- nearly always empty: \(p=0\) to the same six decimals.

For the slow and the nearly always filled trap, \(p\) is close to \(1-P_0\), because a transition is usually followed by a dwell much longer than one sample.

**Q:** Still, my silent record must count for something.

**A:** It counts for more the larger \(p\) is. Suppose there is at most one trap, of a known type, and its probability before the measurement is \(h\). Silence has probability \(1-p\) with the trap and, neglecting false alarms, 1 without it. Bayes' rule gives

\[
P(\text{trap}\mid\text{silence})
=\frac{h(1-p)}{h(1-p)+(1-h)}
=\frac{h(1-p)}{1-hp}.
\]

Start from \(h=0.5\). For the visible type the probability falls to zero within the printed digits. For the slow type it falls to 0.49975. The same record settles one question and leaves the other almost untouched.

**Q:** My device could contain several traps of unknown types. Would silence from all of them not be unlikely?

**A:** That depends on the population. Let the number of traps be Poisson distributed with mean \(\Lambda\), let the traps be independent, and let \(\bar p\) be the average of \(p\) over their types. The probability of \(j\) resolved and \(k\) unresolved traps is

\[
e^{-\Lambda}\frac{\Lambda^{j+k}}{(j+k)!}\,
\frac{(j+k)!}{j!\,k!}\,\bar p^{\,j}(1-\bar p)^k .
\]

The factorials \((j+k)!\) cancel. Writing \(e^{-\Lambda}=e^{-\Lambda\bar p}e^{-\Lambda(1-\bar p)}\) separates the rest:

\[
\left[e^{-\Lambda\bar p}\frac{(\Lambda\bar p)^j}{j!}\right]
\left[e^{-\Lambda(1-\bar p)}\frac{[\Lambda(1-\bar p)]^k}{k!}\right].
\]

For given \(\Lambda\) and \(\bar p\), the two numbers are independent. Silence, \(j=0\), has probability \(e^{-\Lambda\bar p}\), and it then tells you nothing about \(k\). If \(\Lambda\) itself is uncertain, silence favours smaller values of it and so lowers the expected \(k\).

As an illustration, take \(10^{11}\) traps per cm², which is \(\Lambda=5.0\) for your gate. Let \(\tau_c\) be uniform on a logarithmic scale from \(10^{-9}\) to \(10^9\) s, and \(E_T-E_F\) uniform within \(\pm0.5\) eV. Then \(\bar p=0.115\). A fraction \(e^{-0.574}=56\,\%\) of such devices is silent, and a silent one holds 4.4 traps on average. Only \(e^{-4.43}=1.2\,\%\) of the silent devices are free of traps. These figures use the strict criterion. Counting also the traps that clearly raise the variance above a known noise level would lower the silent fraction to about one half and change the hidden number little.

**Q:** You let the energy change \(\tau_e\) alone. If it changed both dwell times, would the result move?

**A:** Let \(\tau_0\) be a common time, spread over the same logarithmic range as \(\tau_c\) before. Setting \(\tau_c=\tau_0e^{(E_T-E_F)/2kT}\) and \(\tau_e=\tau_0e^{-(E_T-E_F)/2kT}\) keeps the Boltzmann ratio and leaves \(\bar p\) at 0.1148. At fixed energy this change only slides the population along the logarithmic time axis. The average is unaffected as long as \(p\) is negligible at both ends of the range, as it is here. The width of the range matters much more, and I assumed it.

**Q:** How could I bring the hidden traps into view?

**A:** For the nearly always filled and nearly always empty traps, change the gate bias. Your oxide field is \(F_0=3.0\) MV/cm. A larger field \(F\) lowers the trap level relative to the silicon surface by \(qx_t(F-F_0)\), which is 0.15 eV per MV/cm. With this term alone, the filled trap reaches \(E_F\) at 1.0 MV/cm and the empty one at 5.0 MV/cm.

The Fermi level also moves relative to the silicon band edge at the surface. Call that distance \(\phi(F)\). The alignment condition is

\[
(E_T-E_F)_0-qx_t(F-F_0)-[\phi(F)-\phi(F_0)]=0 .
\]

I estimate \(\phi\) from one subband at energy \(E_0\) in a triangular well. With a constant density of states \(D\) per area, filling it gives \(n=DkT\ln(1+e^{(\phi-E_0)/kT})\), so

\[
\phi=E_0+kT\ln\left(e^{n/DkT}-1\right),\qquad
n=\frac{\varepsilon_{ox}F}{q}-N_{dep}.
\]

Both \(E_0\) and \(n\) grow with \(F\), so \(\phi\) helps the oxide term. With an assumed depletion density \(N_{dep}=10^{12}\) cm\(^{-2}\), alignment moves to 1.5 and 4.6 MV/cm. One subband is a rough picture at 300 K, where a quarter or more of the electrons occupy higher subbands, so these fields are good to about 0.1 MV/cm. A more heavily doped channel would move the lower one towards the threshold field. If \(\tau_c\) varies as \(1/n\), it becomes 2.5 s and 0.61 s respectively. Both traps then have \(p=1.000\) in a record like yours, with temperature and trap depth held fixed.

**Q:** And the slow trap, which is already at the Fermi level?

**A:** Wait longer or heat it. For equal dwell times, \(p\simeq1-e^{-T/\tau_c}\), so 95 % detection needs \(T=\tau_c\ln20=3.0\times10^5\) s, or 83 h. If both dwell times have an apparent activation energy of 0.6 eV between 300 and 400 K, they fall to 302 s at 400 K. A 100 s record then gives \(p=0.28\), so another silent record would still prove little. This keeps the level at \(E_F\). The one-subband estimate gives a Fermi-level shift of about 8 meV at fixed field; higher subbands make it larger, but it stays below \(kT\).

**Q:** For the fast trap I will sample every 10 ns.

**A:** Without noise, \(10^5\) such samples would resolve it. But white noise averaged over a time \(t_s\) has an rms value proportional to \(t_s^{-1/2}\). Yours would rise by \(\sqrt{10^5}\) to 95 mV, against a step of 3.25 mV. You would have moved the time window and lost the amplitude window for single steps. If the noise is truly white, a record of some \(10^8\) samples, a few seconds at this sampling rate, could still reveal the trap statistically, through the correlation between samples.

**Q:** How far do these numbers apply to a real transistor?

**A:** The gate area, trap density and fields are rough values of a plausible size, but 5 nm is a thick oxide for a 50 nm gate length. The assumption I trust least is the uniform step. In real small devices the channel current is uneven, and step heights vary widely. If they were exponentially distributed with the same mean, 40 % would exceed 3.0 mV, ten times your noise. Counting only those as detectable raises the silent fraction from 56 to 80 %. That cut is severe: when the dwell times span many samples, averaging neighbouring samples reveals much smaller steps, and the silent fraction rises less. Independence can also fail. If the channel screens like a metal surface at the interface, and screening by the gate is neglected, two traps, both 1.5 nm deep and closer than about 3.5 nm, interact by more than \(kT\), and a trap has such a neighbour with a probability of about 4 % at this density. Weaker screening by the channel increases both numbers. Exchange with the gate is neglected too. For the nearly filled trap, a simple tunnelling estimate with a mass of \(0.42\,m_0\) and a barrier that starts at 3.1 eV at the channel and falls towards the gate with the 3.0 MV/cm field puts emission to the gate at 0.5 % of that to the channel. This share depends strongly on the assumed mass and barrier, and it grows steeply as the level moves further below \(E_F\). Near 0.5 eV below \(E_F\), the lower edge of the assumed population, emission to the gate can match or exceed emission to the channel, and the Boltzmann ratio of the dwell times then no longer holds. The highest field considered, 5 MV/cm, is half a rough breakdown field of 10 MV/cm.

**Q:** Then I should report that no trap was resolved at 3.0 MV/cm and 300 K, in 100 s with 1 ms samples and 0.30 mV noise.

**A:** Yes, and add the pairs of dwell times \((\tau_c,\tau_e)\) for which \(p\) is close to one. Those are the traps your record excludes, provided that their steps stand clear of the noise. These pairs follow from the formula for \(p\), which depends on both times; the numerical output below lists \(p\) for the five example traps.

## Numbers as computed

```
Temperature 300 K, kT 25.85 meV
Gate 100 x 50 nm, oxide 5.0 nm, trap depth 1.5 nm
Oxide field 3.0 MV/cm
Record 100 s, sample time 1e-03 s, samples 100000
Step amplitude 3.25 mV, noise 0.30 mV rms
Expected false half-step crossings per record 3.1e-03
Largest simulation-formula probability gap 0.0087
Per trap: E_T-E_F (eV), tau_c (s), tau_e (s), occupation f
  visible: +0.0, 1.00e+00, 1.00e+00, 0.500000
  slow: +0.0, 1.00e+05, 1.00e+05, 0.500000
  fast: +0.0, 1.00e-07, 1.00e-07, 0.500000
  filled: -0.3, 1.00e+00, 1.10e+05, 0.999991
  empty: +0.3, 1.00e+00, 9.12e-06, 0.000009
Per trap: mean captures, resolved probability p,
  root of mean record variance (mV), trap probability
  after silence if it was 0.5 before
  visible: 50, 1.000000, 1.6153, 0.00000
  slow: 0.0005, 0.000999, 0.0419, 0.49975
  fast: 5e+08, 0.000000, 0.0162, 0.50000
  filled: 0.000912, 0.000920, 0.0097, 0.49977
  empty: 100, 0.000000, 0.0013, 0.50000
Empty trap: mean pulse after averaging 0.0296 mV
Fast trap: added variance 0.29 % of noise variance
Statistical error of noise variance 0.45 %
Slow trap: record for p = 0.950 is 2.996e+05 s = 83.2 h
Slow trap at 400 K, apparent activation 0.6 eV: tau 302 s, p 0.282
Fast trap, 1e-08 s samples: noise-free p 1.000, white noise 95 mV
Assumed depletion density 1.0e+12 cm^-2
filled trap aligned at 1.00 MV/cm (oxide drop only),
  1.49 MV/cm with surface shift; tau_c 2.47 s, p 1.0000
empty trap aligned at 5.00 MV/cm (oxide drop only),
  4.59 MV/cm with surface shift; tau_c 0.61 s, p 1.0000
Population: density 1.0e+11 cm^-2, mean 5.0 traps per device
  tau_c 1e-9 to 1e9 s (log-uniform), E_T-E_F within +/-0.5 eV
  mean p 0.1148, silent devices 56.3 %
  mean traps in a silent device 4.43
  trap-free share of silent devices 1.20 %
  simulated: silent 56.2 %, mean traps there 4.45
Neglected effects:
  gate/channel tunnelling ratio 4.5e-08 at 3 MV/cm, 1.2e-05 at 5 MV/cm
  filled trap: gate/channel emission ratio 5.0e-03
  trap coupling reaches kT at 3.47 nm; neighbour that close 3.7 %
  exponential amplitudes, same mean: 40 % exceed 3.0 mV
  silent devices if only those count 79.6 %
  energy split equally between dwell times: mean p 0.1148
  channel Fermi shift on heating -7.9 meV
  highest field / rough breakdown field 0.50
```
